# Choosing the Matching Radius of a Troullier-Martins Pseudopotential

Generating a pseudopotential requires a decision for each angular momentum: the matching radius $r_c$, inside which the valence orbital is replaced by a smooth one. A second decision is whether the core density stays in the exchange-correlation functional. Both affect how well the potential describes an atom whose occupations differ from those used to build it. This guide derives what the construction guarantees and then measures, for silicon, what it leaves open.

## The atom and the allowed radii

Hartree atomic units are used. The atom is spherical, non-relativistic and spin-unpolarized, in the local density approximation (LDA) with Slater exchange and Perdew-Wang correlation. A radial orbital $u=rR$, normalized by $\int_0^\infty u^2dr=1$, obeys

$$-\tfrac12u''+\left[\frac{l(l+1)}{2r^2}+V(r)\right]u=\varepsilon u, \tag{1}$$

where $V$ contains the nuclear attraction, the Hartree potential $V_H$ and the exchange-correlation potential $V_{xc}$. It is called screened because it includes the electrons.

The reference is silicon in $3s^23p^2$. Equation (1) was solved self-consistently by diagonalization on a Gauss-Lobatto-Legendre grid extending to 40 bohr. This gives $\varepsilon_{3s}=-0.398117$ and $\varepsilon_{3p}=-0.153310$ Ha. The last node of both orbitals lies near 0.72 bohr; the outermost peaks lie at 1.78 bohr for $3s$ and 2.15 bohr for $3p$.

The radius must lie outside the last node, since the replacement has no node and must join $u$ there. Close to the node $u(r_c)\to0$ and $u'/u$ diverges, so the matching data become singular. A radius near the outermost peak avoids this. The example uses $r_c=1.9$ bohr for both channels, just outside the $3s$ peak and just inside the $3p$ peak.

## From an orbital to a potential

For $r\le r_c$ let

$$u_{PS}=r^{l+1}e^{p(r)},\qquad p=c_0+c_2r^2+c_4r^4+\dots+c_{12}r^{12}. \tag{2}$$

Outside $r_c$ the all-electron orbital is kept, with its sign chosen positive. The exponential excludes nodes and the prefactor gives the regular behaviour at the origin.

To find the potential that has this orbital as a solution, take the logarithmic derivative, $u_{PS}'/u_{PS}=(l+1)/r+p'$. Since $u''/u=(u'/u)'+(u'/u)^2$,

$$\frac{u_{PS}''}{u_{PS}}=-\frac{l+1}{r^2}+p''+\frac{(l+1)^2}{r^2}+\frac{2(l+1)p'}{r}+p'^2.$$

The two inverse-square terms add to $l(l+1)/r^2$. Equation (1), divided by $u$, reads $V=\varepsilon+u''/(2u)-l(l+1)/(2r^2)$, so the centrifugal term cancels:

$$V_{scr,l}=\varepsilon+\frac{(l+1)p'}{r}+\frac{p''+p'^2}{2}. \tag{3}$$

A node would have put a zero in the denominator of $u''/u$; here there is none. A nodeless bound solution of a radial equation is its lowest state for that $l$. The valence orbital, which had core states below it, has therefore become the lowest state at the same eigenvalue.

## The seven conditions

**Curvature at the origin.** Through order $r^2$,

$$\frac{p'}r=2c_2+4c_4r^2,\quad p''=2c_2+12c_4r^2,\quad p'^2=4c_2^2r^2.$$

The constant part of (3) is $V_{scr,l}(0)=\varepsilon+2(l+1)c_2+c_2=\varepsilon+(2l+3)c_2$. The coefficient of $r^2$ is $4(l+1)c_4+6c_4+2c_2^2$. Setting it to zero gives

$$c_2^2+(2l+5)c_4=0. \tag{4}$$

This condition is a choice of smoothness: it makes the potential flat near the nucleus. Agreement outside $r_c$ does not require it.

**Five matching conditions.** The orbital and its first four derivatives are continuous at $r_c$. The first two conditions are

$$p=\ln\frac{u}{r_c^{l+1}},\qquad p'=\frac{u'}u-\frac{l+1}{r_c}.$$

The next follows from solving (3) for $p''$, and the last two from differentiating the result. With $m=l+1$ and everything evaluated at $r_c$,

$$p''=2(V-\varepsilon)-\frac{2mp'}r-p'^2,$$

$$p'''=2V'+\frac{2mp'}{r^2}-\frac{2mp''}r-2p'p'',$$

$$p''''=2V''-\frac{4mp'}{r^3}+\frac{4mp''}{r^2}-\frac{2mp'''}r-2p''^2-2p'p'''.$$

Here $V$ is the all-electron screened potential. Matching four orbital derivatives thus makes the new potential continuous through its second derivative. The third derivative may jump.

**Norm conservation.** The seventh condition is

$$\int_0^{r_c}u_{PS}^2dr=\int_0^{r_c}u^2dr. \tag{5}$$

To solve the set, put $x=r/r_c$ and $a_k=c_kr_c^k$, which brings the powers to a common scale. For a trial $a_2$, equation (4) gives $a_4=-a_2^2/(2l+5)$. The matching conditions become, for $j=0,\dots,4$,

$$\sum_k k(k-1)\cdots(k-j+1)\,a_k=r_c^j\,p^{(j)}(r_c),$$

where the product is 1 for $j=0$. These are five linear equations for $a_0,a_6,a_8,a_{10},a_{12}$. Only (5) remains, a single equation for $a_2$, solved by bracketing. In the interval $-10\le a_2\le10$ one root was found for each silicon channel.

For $3s$ the solution has $c_2=0.59486$ bohr$^{-2}$. Equation (4) with $l=0$ gives $c_4=-0.59486^2/5=-0.07077$ bohr$^{-4}$, and

$$V_{scr,s}(0)=-0.39812+3(0.59486)=1.386\ \text{Ha}.$$

For $3p$, $c_2=-0.18741$ bohr$^{-2}$ gives $V_{scr,p}(0)=-0.1533-5(0.1874)=-1.090$ Ha. Since $V_{scr,l}(0)-\varepsilon=(2l+3)c_2$, the potential at the centre lies above the eigenvalue when $u_{PS}/r^{l+1}$ rises away from the origin and below it when that ratio falls. Here the $s$ potential is repulsive at the centre and the $p$ potential attractive.

## What norm conservation buys

An orbital in a molecule or solid does not have exactly the reference energy. What the outside region sees of the inside is the logarithmic derivative $D(E)=u'/u$ at $r_c$, where $u(r,E)$ is the regular solution at energy $E$. Write a dot for $\partial/\partial E$ and let $W$ be the bracket in (1). Then

$$-\tfrac12u''+Wu=Eu,\qquad -\tfrac12\dot u''+W\dot u=E\dot u+u.$$

Multiply the second equation by $u$, the first by $\dot u$, and subtract. The terms in $W$ and $E$ cancel, leaving

$$-\tfrac12(u\dot u''-\dot uu'')=u^2.$$

The bracket is the derivative of $u\dot u'-\dot uu'$, which vanishes at the origin. Integrating to $r_c$ and dividing by $u(r_c)^2$ gives

$$\frac{\partial D}{\partial E}=\frac{u\dot u'-\dot uu'}{u^2}\bigg|_{r_c}=-\frac{2}{u(r_c)^2}\int_0^{r_c}u^2dr. \tag{6}$$

The all-electron and pseudo-orbitals share $D$ and $u(r_c)$ at $E=\varepsilon$. With equal norms they also share the slope. In these fixed screened potentials, their logarithmic derivatives therefore differ only from order $(E-\varepsilon)^2$ onward.

For $3s$, the norm inside 1.9 bohr is 0.42570 and $u(r_c)=0.73109$ bohr$^{-1/2}$. Equation (6) gives

$$\frac{\partial D}{\partial E}=-\frac{2(0.42570)}{0.73109^2}=-1.593\ (\text{bohr Ha})^{-1}.$$

Now repeat the construction with the inner norm deliberately 10% too small, keeping the other six conditions. Solving the radial equation on $[0,r_c]$ at energies 0.004 Ha above and below $\varepsilon$ gives a slope of $-1.434$, also 10% too small in magnitude. The eigenvalue condition at $r_c$ is still met, but the error in scattering is now linear in $E-\varepsilon$.

## Removing the valence screening

The potential (3) contains the valence electrons of the reference atom. They must be removed before the potential can serve in another environment. With occupations $f_i$, let $n_v=\sum_i f_iu_{PS,i}^2/(4\pi r^2)$ be the pseudo-valence density. The ionic potential is

$$V_{ion,l}=V_{scr,l}-V_H[n_v]-V_{xc}[n_v]. \tag{7}$$

Adding the same screening back restores $V_{scr,l}$ and hence the pseudo-orbitals, whose density is $n_v$. The reference configuration is thus a self-consistent solution by construction.

Norm conservation enters again in the tail. Outside $r_c$ the pseudo- and true valence densities agree, and the charge inside is equal, so their Hartree potentials agree there too. With core density $n_c$, (7) becomes

$$V_{ion,l}=-\frac Zr+V_H[n_c]+V_{xc}[n_c+n_v]-V_{xc}[n_v],\quad r>r_c.$$

Where the core density is negligible, the last two terms cancel and $V_H[n_c]=(Z-Z_v)/r$. The result is $-Z_v/r$, here $-4/r$.

At the innermost grid point the ionic potentials are $-0.299$ Ha for $s$ and $-2.776$ Ha for $p$. The same screening was subtracted from both, so their difference of 2.477 Ha equals that of the screened values, $1.386+1.090$ Ha up to rounding. No single local function equals both, so in this construction each angular component of an orbital is given its own potential.

## When to keep the core density

Equation (7) subtracts $V_{xc}[n_v]$ although the atom contained $V_{xc}[n_c+n_v]$. The remainder is frozen into the ionic potential as if it did not depend on the valence density. For exchange, $V_x=-Cn^{1/3}$ with $C>0$, and outside $r_c$ this remainder changes with $n_v$ at the rate

$$\frac{\partial}{\partial n_v}\left(V_x[n_c+n_v]-V_x[n_v]\right)=\frac C3\left[n_v^{-2/3}-(n_c+n_v)^{-2/3}\right].$$

If $n_c\ll n_v$, the bracket is close to $\tfrac23n_cn_v^{-5/3}$ and the error is small. If the core density is comparable to or larger than the valence density, the bracket is of order $n_v^{-2/3}$ and freezing the remainder is not justified. Inside $r_c$, where the core density is largest, the pseudo- and true valence densities differ, so there this expression is only a guide.

The alternative is to subtract $V_{xc}[n_v+n_c]$ in (7) and use the energy $E_{xc}[n_v+n_c]$ in every later calculation, with $n_c$ fixed. Both changes must be made together; otherwise the reference atom is no longer reproduced. The core density enters neither the Hartree term nor the electron count.

## What excited configurations test

Agreement of reference eigenvalues is built in, so it says nothing about transferability. Energy differences do, once their guaranteed part is separated.

The total energy depends on the occupations explicitly and through the orbitals. At fixed orbitals, $\partial E/\partial f_i$ is the expectation value of the Kohn-Sham Hamiltonian in orbital $i$, which is $\varepsilon_i$. The orbital changes contribute $\sum_jf_j\varepsilon_j\,\partial\langle j|j\rangle/\partial f_i=0$, because the norms stay fixed. Hence $\partial E/\partial f_i=\varepsilon_i$, for the all-electron and the pseudo-atom alike. For occupation changes $\delta f_i$,

$$\Delta E=\sum_i\varepsilon_i\delta f_i+\frac12\sum_{ij}\frac{\partial\varepsilon_i}{\partial f_j}\delta f_i\delta f_j+\dots \tag{8}$$

The linear part is the same in both atoms. Any disagreement comes from the remainder, in which the orbitals and the screening respond.

Four configurations were solved self-consistently, with the all-electron core free to relax. The second column below is the all-electron energy above $3s^23p^2$. The others give the pseudo-atom energy difference minus the all-electron one, in mHa: for $r_c=1.9$ bohr, for the same radius with the core density kept in exchange-correlation, and for $r_c=2.4$ bohr.

| State | $\Delta E$ (Ha) | 1.9 | 1.9, core | 2.4 |
|---|---:|---:|---:|---:|
| $3s^13p^3$ | 0.24807 | −0.13 | 0.08 | 0.05 |
| $3s^23p^1$ | 0.28788 | −0.17 | −0.11 | −0.30 |
| $3s^13p^2$ | 0.55799 | −0.53 | −0.08 | −0.25 |
| $3s^23p^0$ | 0.88027 | −1.49 | −0.82 | −2.49 |

For the promotion to $3s^13p^3$, the all-electron and pseudo-atom values at 1.9 bohr are 6.750 and 6.747 eV. For double ionization they are 23.953 and 23.913 eV. Absolute total energies, $-288.194$ and $-3.745$ Ha for the reference, cannot be compared, because the second omits the core electrons' own energy.

The promotion energy is mostly linear, but (8) shows that this does not make the response small. Its linear part is

$$\varepsilon_{3p}-\varepsilon_{3s}=-0.15331+0.39812=0.24481\ \text{Ha}.$$

The remaining $0.24807-0.24481=0.00326$ Ha is a net response. With $\delta f_{3s}=-1$ and $\delta f_{3p}=1$, the quadratic term of (8) is

$$\frac12\left(\frac{\partial\varepsilon_{3s}}{\partial f_{3s}}+\frac{\partial\varepsilon_{3p}}{\partial f_{3p}}-\frac{\partial\varepsilon_{3s}}{\partial f_{3p}}-\frac{\partial\varepsilon_{3p}}{\partial f_{3s}}\right),$$

so contributions of opposite sign cancel, and errors in them can cancel too. Removing one $3p$ electron involves only $\partial\varepsilon_{3p}/\partial f_{3p}$ at this order, and its whole response part, $0.28788-0.15331=0.13457$ Ha, is large; the quadratic term supplies about 0.124 Ha of it. A small promotion error alone therefore does not show that each response is accurate; ionized configurations test other combinations.

If the quadratic term of (8) dominated the error, removing two $3p$ electrons would give four times the error of removing one. At 1.9 bohr the ratio is $1.489/0.165=9.0$. Higher orders matter for changes of this size, so the error for a strongly ionized atom should not be extrapolated from that for a weakly ionized one.

## Setting the radius and the core option

Begin near the outermost peak of each orbital, then vary the radius and repeat the configuration test. A smaller radius leaves more of the true orbital untouched but brings $r_c$ closer to the last node, where the matching data become singular; the resulting cost in smoothness and basis size is not measured here. A larger radius replaces more of the atom. In a molecule or solid, the replaced region may then extend to where neighbouring atoms already contribute density, a situation that free-atom tests of the ionic potential (7) do not examine.

The table does not support the rule that a smaller radius is more accurate for every configuration. Going from 1.9 to 2.4 bohr reduces the error magnitude in both states with one $3s$ electron and increases it in both states where only $3p$ electrons were removed. The promotion error also changes sign. A plausible reading, not established by these data, is that contributions of opposite sign partly cancel. A radius should accordingly not be tuned to one energy difference; several configurations, chosen to resemble the charge states expected in use, are needed.

Keeping the core density reduces the error magnitude in all four configurations at 1.9 bohr, by the largest factor for $3s^13p^2$, from 0.53 to 0.08 mHa, and by the largest amount for double ionization, from 1.49 to 0.82 mHa. The gain is not general: at 2.4 bohr, not listed in the table, keeping the core density gives 0.46, $-0.24$, 0.35 and $-1.81$ mHa, larger in magnitude than the plain potential for both states with one $3s$ electron. The remaining $-0.82$ mHa for double ionization is not explained by the missing core relaxation. Freezing the core at its reference form leaves the reference energy unchanged and can only raise the energy of another configuration; in the all-electron atom it adds about $+0.42$ mHa here. The pseudo-atom thus lies about 1.2 mHa below the frozen-core atom, and the two effects partly cancel. The full core density used here is sharply peaked, which is costly to represent in a plane-wave basis or on a real-space grid. A partial core density, smoothed near the nucleus, is the usual way to reduce that cost; it is not included in the table.

For the neutral and singly ionized states at 1.9 bohr, the plain potential errs by at most 0.53 mHa, or 0.014 eV, relative to the all-electron LDA. This is the error of the replacement alone. Spin polarization, relativity, multiplet splitting and the error of the functional itself are outside the comparison, as are $d$ components, which need a channel and a test of their own.
